# Mean Kanamori interaction and Held's double counting: test program

```python
"""Mean Kanamori interaction used in Held's double counting.

Result under test, for M orbitals with U' = U - 2J:
    Ubar = [U + (M-1)(U-2J) + (M-1)(U-3J)] / (2M-1),
and the mean energy of all N-electron states is Ubar N(N-1)/2.
U: repulsion within an orbital; U' (U_inter): between two orbitals;
J: exchange, spin-flip and pair-hopping integral; N: electron number.
The many-electron Hamiltonian is built from its Coulomb integrals and
diagonalized; its mean energies are compared with the formula.
All energies are in eV unless a label says otherwise.
"""
import numpy as np
from scipy import sparse
from scipy.constants import e as elementary_charge
from scipy.special import eval_legendre


def kanamori_tensor(M, U, U_inter, J):
    """Integrals V[i,j,k,l] = <ij|kl>; electron 1 has i,k and 2 has j,l."""
    V = np.zeros((M, M, M, M))
    for m in range(M):
        V[m, m, m, m] = U
        for p in range(M):
            if p != m:
                V[m, p, m, p] = U_inter
                V[m, p, p, m] = J
                V[m, m, p, p] = J
    return V


def annihilators(n_modes):
    """Fermion annihilation operators with the proper exchange signs."""
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sparse.diags([1.0, -1.0], format="csr")
    operators = []
    for a in range(n_modes):
        op = sparse.identity(1, format="csr")
        for b in range(n_modes):
            if b < a:
                factor = sign
            elif b == a:
                factor = lower
            else:
                factor = sparse.identity(2, format="csr")
            op = sparse.kron(op, factor, format="csr")
        operators.append(op)
    return operators


def many_electron_problem(V):
    """Hamiltonian and electron number of every determinant."""
    M = V.shape[0]
    c = annihilators(2 * M)
    cdag = [op.T.tocsr() for op in c]
    H = sparse.csr_matrix((4**M, 4**M))
    for i, j, k, l in np.argwhere(np.abs(V) > 1e-14):
        for s in range(2):
            for t in range(2):
                term = (cdag[2*i+s] @ cdag[2*j+t]) @ (c[2*l+t] @ c[2*k+s])
                H = H + 0.5 * V[i, j, k, l] * term
    number = sum((cdag[a] @ c[a]).diagonal() for a in range(2 * M))
    return H.tocsr(), np.rint(number).astype(int)


def sector_spectra(H, number):
    spectra = []
    for n in range(number.max() + 1):
        idx = np.where(number == n)[0]
        spectra.append(np.linalg.eigvalsh(H[idx][:, idx].toarray()))
    return spectra


def held_mean(M, U, J):
    return (U + (M-1)*(U - 2*J) + (M-1)*(U - 3*J)) / (2*M - 1)


def grouped(values):
    return np.unique(np.round(values, 8), return_counts=True)


U, J = 4.0, 0.6
U_inter = U - 2*J
print(f"Inputs: U = {U:.1f} eV, J = {J:.1f} eV, U' = {U_inter:.1f} eV")

# Mean energies of all sectors, for one to five orbitals.
print("Mean interaction from diagonalization, N = 2:")
for M in range(1, 6):
    H, number = many_electron_problem(kanamori_tensor(M, U, U_inter, J))
    spectra = sector_spectra(H, number)
    means = np.array([s.mean() for s in spectra])
    N = np.arange(2*M + 1)
    Ubar = held_mean(M, U, J)
    assert np.allclose(means, Ubar * N * (N-1) / 2, atol=1e-9)
    pair_energies, pair_counts = grouped(H.diagonal()[number == 2])
    if M > 1:
        assert np.allclose(pair_energies, [U_inter - J, U_inter, U])
        assert list(pair_counts) == [M*(M-1), M*(M-1), M]
        assert np.isclose(means[2], U_inter) == (M == 3)
    print(f"  M = {M}: {means[2]:.4f} eV")
    if M == 3:
        t2g = (H, number, spectra, means, pair_energies, pair_counts)

H, number, spectra, means, pair_energies, pair_counts = t2g
Ubar = means[2]
assert np.isclose(Ubar, U - 2*J)
print("Pair energies for M = 3 and number of pairs:")
for energy, count in zip(pair_energies, pair_counts):
    print(f"  {energy:.1f} eV: {count} pairs")
print(f"Mean for M = 3: {Ubar:.2f} eV = {Ubar*elementary_charge:.3e} J")

levels, degeneracies = grouped(spectra[2])
assert np.allclose(levels, [U - 3*J, U - J, U + 2*J])
assert list(degeneracies) == [9, 5, 1]
print("Two-electron multiplets for M = 3:")
for energy, count in zip(levels, degeneracies):
    print(f"  {energy:.1f} eV: {count} states")

print("M = 3: N, mean energy (eV), lowest energy (eV):")
for n in range(1, 7):
    mean_value = round(means[n], 9) + 0.0
    lowest = round(spectra[n][0], 9) + 0.0
    print(f"  {n}  {mean_value:.2f}  {lowest:.2f}")

# Potential: midpoint of mean removal and mean addition energies.
for n in range(1, 6):
    midpoint = (means[n+1] - means[n-1]) / 2
    assert np.isclose(midpoint, held_mean(3, U, J) * (n - 0.5))
removal, addition = means[2] - means[1], means[3] - means[2]
print(f"N = 2: mean removal energy {removal:.2f} eV")
print(f"N = 2: mean addition energy {addition:.2f} eV")
print(f"N = 2: mu_dc {(removal + addition)/2:.2f} eV")

# Independent uniform occupations: the electron number fluctuates.
for n in range(1, 7):
    p = n / 6
    weights = p**number * (1 - p)**(6 - number)
    assert np.isclose(weights.sum(), 1) and np.isclose(weights @ number, n)
    uniform = weights @ H.diagonal()
    assert np.isclose(uniform, held_mean(3, U, J) * n**2 * 5 / 12)
    excess = held_mean(3, U, J) * n / 2 * (1 - n / 6)
    assert np.isclose(uniform - means[n], excess)
    if n == 2:
        print(f"N = 2: uniform-occupation energy {uniform:.3f} eV")
        print(f"N = 2: excess over E_dc {uniform - means[n]:.3f} eV")

# General formula when U' is an independent parameter.
U_free = 2.5
H_free, number_free = many_electron_problem(kanamori_tensor(3, U, U_free, J))
mean_free = sector_spectra(H_free, number_free)[2].mean()
assert np.isclose(mean_free, (U + 4*U_free - 2*J) / 5)
print(f"M = 3 with free U' = {U_free:.1f} eV: mean {mean_free:.2f} eV")

# Coulomb integrals of real d orbitals by quadrature on the sphere.
# F0, F2, F4 are the radial (Slater) integrals of the shell.
slater = {0: 3.0, 2: 7.0, 4: 4.5}
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2*np.pi*np.arange(16)/16
ct, phi = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
w = (np.repeat(cos_weights[:, None], 16, axis=1) * 2*np.pi/16).ravel()
st = np.sqrt(1 - ct**2)
x, y, z = (st*np.cos(phi)).ravel(), (st*np.sin(phi)).ravel(), ct.ravel()
orbitals = np.array([x*y, y*z, x*z, x**2 - y**2, 3*z**2 - 1])
orbitals /= np.sqrt((orbitals**2 @ w))[:, None]
cos_between = np.outer(x, x) + np.outer(y, y) + np.outer(z, z)
kernel = sum(F*eval_legendre(k, cos_between) for k, F in slater.items())
density = np.einsum("ai,ci,i->aci", orbitals, orbitals, w)
potential = np.einsum("aci,ij->acj", density, kernel)
V_d = np.einsum("acj,bdj->abcd", potential, density)

for name, block in (("t2g", [0, 1, 2]), ("eg", [3, 4])):
    V = V_d[np.ix_(block, block, block, block)]
    U_s, Up_s, J_s = V[0, 0, 0, 0], V[0, 1, 0, 1], V[0, 1, 1, 0]
    assert np.allclose(V, kanamori_tensor(len(block), U_s, Up_s, J_s))
    assert np.isclose(Up_s, U_s - 2*J_s)
    if name == "t2g":
        # Self-interaction of (yz + xz)/sqrt(2), a rotated d orbital.
        turned = np.array([0.0, 1.0, 1.0]) / np.sqrt(2)
        U_turned = np.einsum("abcd,a,b,c,d->", V, turned, turned,
                             turned, turned)
        assert np.isclose(U_turned, U_s)
        F0, F2, F4 = slater.values()
        print(f"Slater check: F0 {F0:.1f}, F2 {F2:.1f}, F4 {F4:.1f} eV")
        print(f"  t2g: U {U_s:.4f}, U' {Up_s:.4f}, J {J_s:.4f} eV")
        print(f"  t2g: U - 2J = {U_s - 2*J_s:.4f} eV")
        print(f"  rotated orbital: U = {U_turned:.4f} eV")

exchange = [V_d[a, b, b, a] for a in range(5) for b in range(a)]
assert max(exchange) - min(exchange) > 0.1
print(f"  full d shell: J from {min(exchange):.4f} eV")
print(f"                  to {max(exchange):.4f} eV")

print("success")
```

Output:

```
Inputs: U = 4.0 eV, J = 0.6 eV, U' = 2.8 eV
Mean interaction from diagonalization, N = 2:
  M = 1: 4.0000 eV
  M = 2: 3.0000 eV
  M = 3: 2.8000 eV
  M = 4: 2.7143 eV
  M = 5: 2.6667 eV
Pair energies for M = 3 and number of pairs:
  2.2 eV: 6 pairs
  2.8 eV: 6 pairs
  4.0 eV: 3 pairs
Mean for M = 3: 2.80 eV = 4.486e-19 J
Two-electron multiplets for M = 3:
  2.2 eV: 9 states
  3.4 eV: 5 states
  5.2 eV: 1 states
M = 3: N, mean energy (eV), lowest energy (eV):
  1  0.00  0.00
  2  2.80  2.20
  3  8.40  6.60
  4  16.80  16.20
  5  28.00  28.00
  6  42.00  42.00
N = 2: mean removal energy 2.80 eV
N = 2: mean addition energy 5.60 eV
N = 2: mu_dc 4.20 eV
N = 2: uniform-occupation energy 4.667 eV
N = 2: excess over E_dc 1.867 eV
M = 3 with free U' = 2.5 eV: mean 2.56 eV
Slater check: F0 3.0, F2 7.0, F4 4.5 eV
  t2g: U 3.9388, U' 2.6735, J 0.6327 eV
  t2g: U - 2J = 2.6735 eV
  rotated orbital: U = 3.9388 eV
  full d shell: J from 0.3571 eV
                  to 0.7245 eV
success
```
